# When annulenes begin to alternate in the Longuet-Higgins–Salem model: test program

```python
"""
Bond alternation of annulenes in the Longuet-Higgins-Salem model.

Ring of N atoms, N pi electrons, independent bond lengths r_i.
  hopping       b(r) = exp(-(r - R_0)/a), energies in units b0 = |beta(R_0)|
  sigma energy  f(r), chosen so that equilibrium means r = R_S - kappa*p
  p = pi bond order, lam = a/kappa = dimensionless stiffness
  alternation   r_i = mean +- u,  x = u/a,  t = tanh(x)
Result under test: a 4n+2 ring alternates if and only if
  G_N = (2/N) sum_j sin^2(th_j)/|cos(th_j)| > lam,  th_j = 2 pi j/N, j < N/2,
while the singlet 4n ring has energy slope -4 b(mean)/a in |u| for every lam.
The derived formulas are compared with diagonalization of the ring matrix.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ellipk, ellipe

R_S, R_0, KAPPA, A = 1.50, 1.40, 0.15, 0.30   # angstrom
LAM = A / KAPPA


def hop(r, a=A):
    return np.exp(-(r - R_0) / a)


def sigma(r, a=A, kappa=KAPPA):
    return 2 / kappa * hop(r, a) * (R_S - r - a)


# ---------- direct road: diagonalize the ring ----------
def ring(r, a=A, kappa=KAPPA, triplet=False):
    """Total energy and its gradient for arbitrary bond lengths."""
    n = len(r)
    b = hop(r, a)
    i = np.arange(n)
    j = (i + 1) % n
    h = np.zeros((n, n))
    h[i, j] = -b
    h[j, i] = -b
    e, c = np.linalg.eigh(h)
    occ = np.zeros(n)
    occ[:n // 2] = 2
    if triplet:
        occ[n // 2 - 1] = occ[n // 2] = 1
    order = (c[i] * c[j]) @ occ
    energy = occ @ e + np.sum(sigma(r, a, kappa))
    return energy, 2 * b / a * (order - (R_S - r) / kappa)


def signs(n):
    return (-1.0) ** np.arange(n)


def direct_curvature(n, a=A, triplet=False, u=3e-5):
    """Second derivative per bond along alternation, uniform ring."""
    mean = R_S - KAPPA * g_sum(n, 0.0)
    s = signs(n)
    gp = ring(mean + u * s, a, KAPPA, triplet)[1]
    gm = ring(mean - u * s, a, KAPPA, triplet)[1]
    return s @ (gp - gm) / (2 * u * n)


def direct_relaxed(n, x):
    """Energy at fixed alternation, minimized over the mean length."""
    s = signs(n)
    return minimize_scalar(lambda m: ring(m + A * x * s)[0],
                           bounds=(1.2, 1.8), method="bounded",
                           options={"xatol": 1e-8}).fun


# ---------- derived formulas ----------
def g_sum(n, t):
    th = 2 * np.pi * np.arange(n // 2) / n
    return 2 / n * np.sum(np.sqrt(np.cos(th)**2 + (t * np.sin(th))**2))


def response(n, t, triplet=False):
    j = np.arange(n // 2)
    if triplet:
        j = j[4 * j != n]
    th = 2 * np.pi * j / n
    s2 = np.sin(th)**2
    return 2 / n * np.sum(s2 / np.sqrt(np.cos(th)**2 + t * t * s2))


def solve_t(n, lam=LAM):
    if n % 4 == 2 and response(n, 0.0) <= lam:
        return 0.0
    return brentq(lambda t: lam * np.arctanh(t) / t - response(n, t),
                  1e-9, 1 - 1e-9, xtol=1e-14)


def formula_energy(n, t):
    x = np.arctanh(t)
    phi = np.log(np.cosh(x)) - x * t + g_sum(n, t) / LAM
    return -2 * n * LAM * hop(R_S) * np.exp(phi)


def relaxed_ring(n):
    """u, short bond, long bond, energy gained over the uniform ring."""
    t = solve_t(n)
    x = np.arctanh(t)
    mean = R_S + A * x * t - KAPPA * g_sum(n, t)
    gain = formula_energy(n, 0.0) - formula_energy(n, t)
    return A * x, mean - A * x, mean + A * x, gain


def first_size(lam, start=6, triplet=False):
    n = start
    while response(n, 0.0, triplet) <= lam:
        n += 4
    return n


def size_estimate(lam):
    return np.pi / 4 * np.exp(np.pi * lam / 2 + 1 - np.euler_gamma)


# sigma energy: closed form against integration of its defining derivative
for r in (1.35, 1.45):
    val = quad(lambda y: 2 * hop(y) * (R_S - y) / (A * KAPPA), r, r + 15,
               limit=200)[0]
    assert abs(val - sigma(r)) < 1e-7

# relaxed energy as a function of alternation
for n in (4, 6, 12, 30):
    for x in (0.0, 0.05, 0.3, 0.8):
        ref = direct_relaxed(n, x)
        assert abs(formula_energy(n, np.tanh(x)) / ref - 1) < 1e-9

# shape of the landscape: no hidden distant minimum
grid = np.linspace(0, 0.8, 41)
for n, falls_first in ((26, False), (30, True), (28, True)):
    steps = np.diff([direct_relaxed(n, x) for x in grid])
    assert (steps[0] < 0) == falls_first
    assert np.sum(np.diff(np.sign(steps)) != 0) == int(falls_first)

# curvature formula and onset, from diagonalization
unstable = []
for n in range(6, 63, 4):
    mean = R_S - KAPPA * g_sum(n, 0.0)
    k = direct_curvature(n)
    assert abs(k - 2 * hop(mean) * (LAM - response(n, 0.0)) / A**2) < 2e-3
    assert abs(g_sum(n, 0.0) - 2 / (n * np.sin(np.pi / n))) < 1e-12
    if k < 0:
        unstable.append(n)
N_CRIT = first_size(LAM)
assert unstable == list(range(N_CRIT, 63, 4))

# full Hessian: alternation is the softest mode on both sides of the onset
soft = {}
for n in (N_CRIT - 4, N_CRIT):
    r0 = np.full(n, R_S - KAPPA * g_sum(n, 0.0))
    d = 1e-4
    hess = np.array([(ring(r0 + d * v)[1] - ring(r0 - d * v)[1]) / (2 * d)
                     for v in np.eye(n)])
    w, vec = np.linalg.eigh((hess + hess.T) / 2)
    assert abs(vec[:, 0] @ signs(n)) / np.sqrt(n) > 0.999
    assert w[1] > 0 and (w[0] < 0) == (n == N_CRIT)
    soft[n] = w[:2]

# unconstrained relaxation of all bonds from random starts
rng = np.random.default_rng(5)
for n in (8, N_CRIT - 4, N_CRIT):
    start = 1.40 + 0.02 * rng.standard_normal(n)
    r = minimize(ring, start, jac=True, method="BFGS",
                 options={"gtol": 1e-6, "maxiter": 2000}).x
    u, short, long_, _ = relaxed_ring(n)
    pair = sorted([r[::2].mean(), r[1::2].mean()])
    assert np.allclose(pair, [short, long_], atol=2e-4)
    assert max(np.ptp(r[::2]), np.ptp(r[1::2])) < 5e-4

# growth of G_N with size, integral form, and logarithmic law
G = [response(n, 0.0) for n in range(6, 403, 4)]
assert np.all(np.diff(G) > 0)
for m in (3, 15):
    sec = np.sum(1 / np.abs(np.cos(np.pi * np.arange(m) / m))) / m
    val = quad(lambda w: np.tanh(m * w) / np.sinh(w), 0, 50, limit=400)[0]
    assert abs(sec - 2 / np.pi * val) < 1e-7
log_int = quad(lambda v: np.log(v) / np.cosh(v)**2, 0, 40, limit=400)[0]
assert abs(log_int - (np.log(np.pi / 4) - np.euler_gamma)) < 1e-7


def log_law(n):
    return 2 / np.pi * (np.log(4 * n / np.pi) + np.euler_gamma - 1)


ratio = (response(30, 0.) - log_law(30)) / (response(90, 0.) - log_law(90))
assert abs(ratio / 9 - 1) < 0.05   # error falls as 1/N^2

# cusp of the 4n singlet for soft and very stiff sigma bonds
def direct_slope(n, kappa, u=1e-5):
    mean = R_S - kappa * g_sum(n, 0.0)
    e0, e1, e2 = [ring(mean + v * signs(n), A, kappa)[0]
                  for v in (0.0, u / 2, u)]
    return 2 * (e1 - e0) / (u / 2) - (e2 - e0) / u, -4 * hop(mean) / A


cusps = []
for kappa in (KAPPA, KAPPA / 100):
    for n in (4, 8, 28):
        got, want = direct_slope(n, kappa)
        assert abs(got / want - 1) < 1e-4
        cusps.append((n, A / kappa, got, want))
    assert abs(direct_slope(10, kappa)[0]) < 1e-3
stiff_kappa = KAPPA / 100
u_stiff = A * np.arctanh(solve_t(8, A / stiff_kappa))
assert abs(u_stiff / (2 * stiff_kappa / 8) - 1) < 0.02
mean = R_S - stiff_kappa * g_sum(8, 0.0)
assert (ring(mean + u_stiff * signs(8), A, stiff_kappa)[0]
        < ring(np.full(8, mean), A, stiff_kappa)[0])
assert abs(relaxed_ring(4)[0] - KAPPA / 2) < 1e-10

# triplet 4n ring: finite threshold
N_TRIP = first_size(LAM, 4, True)
k_trip = [direct_curvature(n, triplet=True) for n in (N_TRIP - 4, N_TRIP)]
assert k_trip[0] > 0 > k_trip[1]

# infinite ring
def infinite_response(t):
    q = 1 - t * t
    return 2 / np.pi * (ellipk(q) - ellipe(q)) / q


t_inf = brentq(lambda t: LAM * np.arctanh(t) / t - infinite_response(t),
               1e-6, 0.9, xtol=1e-14)
x_inf = np.arctanh(t_inf)
mean_inf = R_S + A * x_inf * t_inf - KAPPA * 2 / np.pi * ellipe(1 - t_inf**2)
u_inf = A * x_inf
assert abs(u_inf - relaxed_ring(2002)[0]) < 1e-8

# ---------- output ----------
print(f"r_s = {R_S:.2f} A, kappa = {KAPPA:.2f} A, a = {A:.2f} A, "
      f"r0 = {R_0:.2f} A")
print(f"stiffness Lambda = a/kappa = {LAM:.4f}")
print(f"first alternating 4n+2 ring: N = {N_CRIT}")
print(f"estimate N* from logarithmic law = {size_estimate(LAM):.2f}")
for n in soft:
    print(f"N={n}: two lowest Hessian eigenvalues (b0/A^2) = "
          f"{soft[n][0]:.3f}, {soft[n][1]:.3f}")
print("4n+2: N, p uniform, G_N, u (A), short (A), long (A), gain (b0)")
for n in (6, 10, 18, 26, 30, 34, 42, 62, 102):
    u, short, long_, gain = relaxed_ring(n)
    print(f"{n:4d} {g_sum(n, 0.):.4f} {response(n, 0.):.4f} {u:.4f} "
          f"{short:.4f} {long_:.4f} {gain:.3e}")
print(f"infinite ring: u = {u_inf:.4f} A, short = {mean_inf - u_inf:.4f} A, "
      f"long = {mean_inf + u_inf:.4f} A")
print("4n singlet: N, p uniform, u (A), short (A), long (A), gain (b0)")
for n in (4, 8, 12, 16, 28, 60):
    u, short, long_, gain = relaxed_ring(n)
    print(f"{n:4d} {g_sum(n, 0.):.4f} {u:.4f} {short:.4f} {long_:.4f} "
          f"{gain:.3e}")
print("4n cusp: N, Lambda, slope by diagonalization, -4b/a (b0/A)")
for n, lam, got, want in cusps:
    print(f"{n:4d} {lam:.1f} {got:.4f} {want:.4f}")
print(f"N=8, Lambda={A / stiff_kappa:.0f}: u = {u_stiff:.4e} A, "
      f"2 kappa/N = {2 * stiff_kappa / 8:.4e} A")
print(f"4n triplet: first N unstable to alternation = {N_TRIP}")
print(f"triplet curvature at N={N_TRIP - 4}, {N_TRIP} (b0/A^2): "
      f"{k_trip[0]:.3f}, {k_trip[1]:.3f}")
print("sensitivity: a (A), Lambda, first alternating N, estimate N*")
for a in (0.25, 0.30, 0.31, 0.35):
    lam = a / KAPPA
    n = first_size(lam)
    assert direct_curvature(n, a) < 0 < direct_curvature(n - 4, a)
    print(f"{a:.2f} {lam:.4f} {n:d} {size_estimate(lam):.2f}")
print("OK")
```

Running it gives:

```
r_s = 1.50 A, kappa = 0.15 A, a = 0.30 A, r0 = 1.40 A
stiffness Lambda = a/kappa = 2.0000
first alternating 4n+2 ring: N = 30
estimate N* from logarithmic law = 27.74
N=26: two lowest Hessian eigenvalues (b0/A^2) = 0.931, 20.007
N=30: two lowest Hessian eigenvalues (b0/A^2) = -1.072, 18.054
4n+2: N, p uniform, G_N, u (A), short (A), long (A), gain (b0)
   6 0.6667 1.0000 0.0000 1.4000 1.4000 0.000e+00
  10 0.6472 1.3416 0.0000 1.4029 1.4029 0.000e+00
  18 0.6399 1.7220 0.0000 1.4040 1.4040 0.000e+00
  26 0.6382 1.9575 0.0000 1.4043 1.4043 0.000e+00
  30 0.6378 2.0489 0.0088 1.3957 1.4133 6.114e-04
  34 0.6375 2.1288 0.0132 1.3915 1.4178 3.962e-03
  42 0.6372 2.2636 0.0166 1.3883 1.4214 1.493e-02
  62 0.6369 2.5118 0.0187 1.3863 1.4237 4.790e-02
 102 0.6367 2.8289 0.0192 1.3859 1.4242 1.099e-01
infinite ring: u = 0.0192 A, short = 1.3858 A, long = 1.4242 A
4n singlet: N, p uniform, u (A), short (A), long (A), gain (b0)
   4 0.5000 0.0750 1.3500 1.5000 4.624e-01
   8 0.6036 0.0454 1.3647 1.4554 2.939e-01
  12 0.6220 0.0353 1.3720 1.4426 2.312e-01
  16 0.6284 0.0301 1.3762 1.4364 1.985e-01
  28 0.6339 0.0235 1.3819 1.4289 1.570e-01
  60 0.6360 0.0197 1.3854 1.4247 1.429e-01
4n cusp: N, Lambda, slope by diagonalization, -4b/a (b0/A)
   4 2.0 -12.2673 -12.2673
   8 2.0 -12.9191 -12.9191
  28 2.0 -13.1170 -13.1170
   4 200.0 -9.5777 -9.5777
   8 200.0 -9.5826 -9.5826
  28 200.0 -9.5841 -9.5841
N=8, Lambda=200: u = 3.7566e-04 A, 2 kappa/N = 3.7500e-04 A
4n triplet: first N unstable to alternation = 112
triplet curvature at N=108, 112 (b0/A^2): 0.373, -0.134
sensitivity: a (A), Lambda, first alternating N, estimate N*
0.25 1.6667 18 16.43
0.30 2.0000 30 27.74
0.31 2.0667 34 30.80
0.35 2.3333 50 46.82
OK
```
